**Two-loop Kondo scaling and the Anderson-model Kondo temperature**

The program examines the invariant $T^*=D\sqrt{j/(1-j/2)}\,e^{-1/j}$ of the flow $dj/d\ln D=-j^2+j^3/2$, and the formula $T_K=\sqrt{U\Gamma/2}\,\exp(-\pi U/8\Gamma+\pi\Gamma/2U)$. Here $D$ is the half bandwidth, $j=\rho J$ the dimensionless exchange, $U$ the repulsion, $\Gamma$ the half width of the level, and $T_K=1/(4\chi)$ with $\chi$ the zero-temperature spin susceptibility. It asserts that numerical flows from three couplings reach the same $j$ at $D=T^*$, that quadrature gives a prefactor power close to $1/2$, and that a three-loop term enters $\ln T^*$ at order $j$. Diagonalization of two orbitals is compared with $J=8V^2/U$, where $V$ is the hybridization amplitude. The logarithmic chain is compared with the flat-band Green function, and the numerical renormalization group with the known magnetization at $U=0$. For $U/\Gamma=6$, 8 and 10 the program asserts agreement between the numerical $T_K$ and the formula within 8%; the output shows differences of about 1% or less. For $U=2$ meV and $\Gamma=0.25$ meV the formula gives $0.0263$ meV, or $0.305$ K. The program also asserts that the two-loop prefactor brings the change of $T_K$ between $U/\Gamma=10$ and 6 closer to the numerical result than the one-loop law does.

## Numerical check

```python
"""
Kondo temperature: two-loop scaling and the symmetric Anderson model.

Results under test
  flow       dj/dlnD = -j^2 + j^3/2
  invariant  T* = D sqrt(j/(1-j/2)) exp(-1/j), about D sqrt(j) exp(-1/j)
  Anderson   T_K = sqrt(U G/2) exp(-pi U/(8G) + pi G/(2U))
Symbols
  j = rho J   dimensionless exchange, H = J S.s, rho per spin
  D           running half bandwidth
  U           repulsion on the impurity, level at -U/2
  G           pi rho V^2, half width at half maximum of the level
  T_K         defined by chi = 1/(4 T_K), chi = d<S_z>/dh at zero
              temperature, field energy -h S_z, k_B = g mu_B = 1
The Anderson formula is tested by a numerical renormalization group (NRG)
calculation on a logarithmic chain, with half bandwidth 1.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq


def flow(log_d, j):
    return -j**2 + j**3 / 2


def invariant_over_d(j):
    return np.sqrt(j / (1 - j / 2)) * np.exp(-1 / j)


def kondo_temperature(u, gamma):
    return np.sqrt(u * gamma / 2) * np.exp(
        -np.pi * u / (8 * gamma) + np.pi * gamma / (2 * u))


# ---- Integrated flow: the coupling reached at D = T* is universal ----
j_end = brentq(lambda j: np.log(invariant_over_d(j)), 0.5, 1.9)
landings = []
for j_start in (0.15, 0.25, 0.40):
    run = solve_ivp(flow, (0, np.log(invariant_over_d(j_start))),
                    [j_start], rtol=1e-10, atol=1e-12)
    assert run.success
    landings.append(run.y[0, -1])
assert np.allclose(landings, j_end, rtol=1e-6)

# ---- Power of j in the prefactor, from quadrature of dlnD/dj ----
def log_scale_ratio(j_start):
    return quad(lambda j: 1 / flow(0, j), j_start, 1,
                epsabs=1e-10, epsrel=1e-11, limit=300)[0]


j_a, j_b = 0.02, 0.01
prefactor_power = (log_scale_ratio(j_a) + 1 / j_a
                   - log_scale_ratio(j_b) - 1 / j_b) / np.log(j_a / j_b)
# the next term of the expansion, j/4, shifts the power by about 0.004
assert abs(prefactor_power - 0.5) < 0.006

# ---- A three-loop term c j^4 enters ln T* at relative order j ----
x, c = sp.symbols("x c")
regular = sp.series(1 / (1 - x / 2 - c * x**2), x, 0, 3).removeO()
assert sp.simplify(sp.expand(regular).coeff(x, 2)
                   - (sp.Rational(1, 4) + c)) == 0

# ---- One-site Fock space, order: empty, down, up, double ----
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
site_ops = [np.kron(lower, np.eye(2)),
            np.kron(np.diag([1.0, -1.0]), lower)]
site_up = np.array([0, 0, 1, 1])
site_dn = np.array([0, 1, 0, 1])
site_parity = np.diag((-1.0) ** (site_up + site_dn))

# ---- Exchange from exact diagonalization of impurity + one orbital ----
u_test, v_test = 1.0, 0.01
h_pair = np.kron(np.diag(u_test / 2 * (site_up + site_dn - 1.0)**2),
                 np.eye(4))
for op in site_ops:
    hop = np.kron(op, np.eye(4)).T @ np.kron(site_parity, op)
    h_pair += v_test * (hop + hop.T)
pair_up = np.add.outer(site_up, site_up).ravel()
pair_dn = np.add.outer(site_dn, site_dn).ravel()
sector = np.flatnonzero((pair_up == 1) & (pair_dn == 1))
levels = np.linalg.eigvalsh(h_pair[np.ix_(sector, sector)])
exchange = levels[1] - levels[0]
exchange_ratio = exchange / (8 * v_test**2 / u_test)
# fourth order in V gives a relative change of about 16 V^2/U^2
assert abs(exchange_ratio - 1) < 3e-3

# ---- Logarithmic chain for a flat band of half width 1 ----
LAMBDA, BATH_SITES, KEEP = 3.0, 27, 250
n = np.arange(BATH_SITES - 1)
# this rescaling restores the hybridization weakened by the log grid
grid_factor = (np.log(LAMBDA) * (LAMBDA + 1) / (2 * (LAMBDA - 1)))
hoppings = ((1 + 1 / LAMBDA) / 2 * LAMBDA**(-n / 2)
            * (1 - LAMBDA**(-n - 1.0))
            / np.sqrt((1 - LAMBDA**(-2.0 * n - 1))
                      * (1 - LAMBDA**(-2.0 * n - 3)))) / grid_factor
chain = np.diag(hoppings, 1) + np.diag(hoppings, -1)
for omega in (1e-3, 3e-4, 1e-4):
    green = np.linalg.inv(1j * omega * np.eye(BATH_SITES) - chain)[0, 0]
    assert abs(-green.imag / np.arctan(1 / omega) - 1) < 5e-3


def nrg_magnetization(u, gamma, field):
    """Ground-state <S_z> of the impurity in a local field."""
    up, dn = site_up.copy(), site_dn.copy()
    energy = u / 2 * (up + dn - 1.0)**2 - field * (up - dn) / 2
    edge_ops = [op.copy() for op in site_ops]
    spin = np.diag((up - dn) / 2)
    hybridization = np.sqrt(2 * gamma / np.pi)
    for t in np.concatenate(([hybridization], hoppings)):
        old = len(energy)
        parity = (-1.0) ** (up + dn)
        new_up = np.add.outer(up, site_up).ravel()
        new_dn = np.add.outer(dn, site_dn).ravel()
        hop_ops = [op.T * parity for op in edge_ops]
        vectors = np.zeros((4 * old, 4 * old))
        values = np.zeros(4 * old)
        col_up = np.zeros(4 * old, dtype=int)
        col_dn = np.zeros(4 * old, dtype=int)
        start = 0
        for q_up, q_dn in sorted(set(zip(new_up.tolist(),
                                         new_dn.tolist()))):
            idx = np.flatnonzero((new_up == q_up) & (new_dn == q_dn))
            i, a = idx // 4, idx % 4
            block = np.diag(energy[i])
            for hop_op, op in zip(hop_ops, site_ops):
                part = t * hop_op[np.ix_(i, i)] * op[np.ix_(a, a)]
                block = block + part + part.T
            w, v = np.linalg.eigh(block)
            stop = start + len(idx)
            vectors[idx, start:stop] = v
            values[start:stop] = w
            col_up[start:stop], col_dn[start:stop] = q_up, q_dn
            start = stop
        order = np.argsort(values, kind="stable")
        if len(order) > KEEP:
            # cut at a gap, so that multiplets are not split
            window = values[order[KEEP - 1:KEEP + 50]]
            order = order[:KEEP + int(np.argmax(np.diff(window)))]
        energy = values[order] - values[order[0]]
        up, dn = col_up[order], col_dn[order]
        kept = vectors[:, order].reshape(old, 4, len(order))
        parts = [np.ascontiguousarray(kept[:, a, :]) for a in range(4)]
        edge_ops = [sum(op[a, b] * ((parts[a].T * parity) @ parts[b])
                        for a, b in np.argwhere(op != 0))
                    for op in site_ops]
        spin = sum(p.T @ (spin @ p) for p in parts)
    return spin[0, 0]


# ---- Solver check without interaction ----
gamma_free = 0.0025
field_free = 0.1 * gamma_free
m_free = nrg_magnetization(0.0, gamma_free, field_free)
m_free_exact = np.arctan(field_free / (2 * gamma_free)) / np.pi
assert abs(m_free / m_free_exact - 1) < 0.05

# ---- Interacting impurity: T_K from the susceptibility ----
ratios = (6, 8, 10)
u_chain = 0.02
nrg_over_u = {}
for r in ratios:
    estimate = kondo_temperature(u_chain, u_chain / r)
    field = 0.1 * estimate
    m = nrg_magnetization(u_chain, u_chain / r, field)
    nrg_over_u[r] = field / (4 * m) / u_chain
    # log grid, truncation and finite band allow errors of several percent
    assert abs(nrg_over_u[r] * u_chain / estimate - 1) < 0.08

# Does the square-root prefactor improve the dependence on G?
change_nrg = nrg_over_u[6] / nrg_over_u[10]
change_one = np.exp(np.pi * (10 - 6) / 8)
change_two = change_one * np.sqrt(10 / 6)
change_full = kondo_temperature(1, 1 / 6) / kondo_temperature(1, 1 / 10)
assert abs(np.log(change_two / change_nrg)) < abs(
    np.log(change_one / change_nrg))

# ---- Worked example, energies in meV ----
u_dot = 2.0
kelvin_per_mev = 1e-3 * constants.e / constants.k
print(f"universal j at D = T*: {j_end:.4f}")
print("j from numerical flow:", " ".join(f"{v:.4f}" for v in landings))
print(f"prefactor power of j, from j = {j_b} to {j_a}: "
      f"{prefactor_power:.4f}")
print(f"exchange / (8V^2/U) at V/U = {v_test / u_test}: "
      f"{exchange_ratio:.5f}")
print(f"NRG check at U=0, <S_z>: {m_free:.5f}, exact {m_free_exact:.5f}")
print(f"NRG: Lambda = {LAMBDA}, bath sites = {BATH_SITES}, "
      f"minimum states kept = {KEEP}")
print(f"NRG: U / half bandwidth = {u_chain}, field / T_K formula = 0.1")
print(f"example U = {u_dot} meV; cutoff for loop estimates = "
      f"{u_dot / 2} meV")
for r in ratios:
    g = u_dot / r
    j = 8 * g / (np.pi * u_dot)
    one_loop = u_dot / 2 * np.exp(-1 / j)
    two_loop = one_loop * np.sqrt(j)
    invariant = u_dot / 2 * invariant_over_d(j)
    full = kondo_temperature(u_dot, g)
    nrg = nrg_over_u[r] * u_dot
    print(f"U/G = {r}: G = {g:.4f} meV, j = {j:.4f}, 1/j = {1 / j:.4f}")
    print(f"  one-loop D exp(-1/j) = {one_loop:.5f} meV")
    print(f"  two-loop D sqrt(j) exp(-1/j) = {two_loop:.5f} meV")
    print(f"  full two-loop invariant = {invariant:.5f} meV")
    print(f"  sqrt(UG/2) = {np.sqrt(u_dot * g / 2):.5f} meV, "
          f"pi G/(2U) = {np.pi * g / (2 * u_dot):.4f}, "
          f"its exponential = {np.exp(np.pi * g / (2 * u_dot)):.4f}")
    print(f"  T_K formula = {full:.5f} meV = "
          f"{full * kelvin_per_mev:.4f} K")
    print(f"  T_K from NRG = {nrg:.5f} meV, NRG/formula = "
          f"{nrg / full:.4f}")

g = u_dot / 8
j = 8 * g / (np.pi * u_dot)
matched_cutoff = np.sqrt(u_dot * g / 2) / np.sqrt(j)
assert abs(matched_cutoff / (np.sqrt(np.pi) / 4 * u_dot) - 1) < 1e-12
step = 1e-4
slope_numeric = np.log(kondo_temperature(u_dot, g * np.exp(step))
                       / kondo_temperature(u_dot, g * np.exp(-step))
                       ) / (2 * step)
slope_formula = 0.5 + np.pi * u_dot / (8 * g) + np.pi * g / (2 * u_dot)
assert abs(slope_numeric - slope_formula) < 1e-6
wrong_width = kondo_temperature(u_dot, 2 * g)
print(f"matched cutoff D/U = {matched_cutoff / u_dot:.4f}")
print(f"U/G = 8: dlnT_K/dlnG = {slope_numeric:.4f}")
print(f"U/G = 8: full width used as G gives {wrong_width:.5f} meV, "
      f"too large by factor {wrong_width / kondo_temperature(u_dot, g):.3f}")
print("T_K(U/G=6) / T_K(U/G=10) at fixed U:")
print(f"  one-loop {change_one:.3f}, two-loop {change_two:.3f}, "
      f"formula {change_full:.3f}, NRG {change_nrg:.3f}")
print("PASS")
```

Output:

```
universal j at D = T*: 1.3670
j from numerical flow: 1.3670 1.3670 1.3670
prefactor power of j, from j = 0.01 to 0.02: 0.5036
exchange / (8V^2/U) at V/U = 0.01: 0.99841
NRG check at U=0, <S_z>: 0.01596, exact 0.01590
NRG: Lambda = 3.0, bath sites = 27, minimum states kept = 250
NRG: U / half bandwidth = 0.02, field / T_K formula = 0.1
example U = 2.0 meV; cutoff for loop estimates = 1.0 meV
U/G = 6: G = 0.3333 meV, j = 0.4244, 1/j = 2.3562
  one-loop D exp(-1/j) = 0.09478 meV
  two-loop D sqrt(j) exp(-1/j) = 0.06175 meV
  full two-loop invariant = 0.06957 meV
  sqrt(UG/2) = 0.57735 meV, pi G/(2U) = 0.2618, its exponential = 1.2993
  T_K formula = 0.07110 meV = 0.8251 K
  T_K from NRG = 0.07031 meV, NRG/formula = 0.9889
U/G = 8: G = 0.2500 meV, j = 0.3183, 1/j = 3.1416
  one-loop D exp(-1/j) = 0.04321 meV
  two-loop D sqrt(j) exp(-1/j) = 0.02438 meV
  full two-loop invariant = 0.02659 meV
  sqrt(UG/2) = 0.50000 meV, pi G/(2U) = 0.1963, its exponential = 1.2170
  T_K formula = 0.02629 meV = 0.3051 K
  T_K from NRG = 0.02622 meV, NRG/formula = 0.9972
U/G = 10: G = 0.2000 meV, j = 0.2546, 1/j = 3.9270
  one-loop D exp(-1/j) = 0.01970 meV
  two-loop D sqrt(j) exp(-1/j) = 0.00994 meV
  full two-loop invariant = 0.01064 meV
  sqrt(UG/2) = 0.44721 meV, pi G/(2U) = 0.1571, its exponential = 1.1701
  T_K formula = 0.01031 meV = 0.1196 K
  T_K from NRG = 0.01033 meV, NRG/formula = 1.0019
matched cutoff D/U = 0.4431
U/G = 8: dlnT_K/dlnG = 3.8379
U/G = 8: full width used as G gives 0.21769 meV, too large by factor 8.279
T_K(U/G=6) / T_K(U/G=10) at fixed U:
  one-loop 4.810, two-loop 6.210, formula 6.896, NRG 6.806
PASS
```
